# Film thickness and refractive index from two transverse-electric slab modes: a numerical check

```python
"""
Result under test: a TE mode of an asymmetric slab obeys
    k d kappa = m pi + phi_s + phi_c,
    kappa = sqrt(n^2 - N^2), tan(phi_j) = gamma_j / kappa,
    gamma_j = sqrt(N^2 - n_j^2), k = 2 pi / wavelength,
and two mode indices N of known orders m fix film index n and thickness d.
Symbols: n_s substrate index, n_c cover index; all lengths are in nm.
The independent road is diagonalization of E'' + k^2 n(z)^2 E = k^2 N^2 E.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

WAVELENGTH = 632.8
K = 2 * np.pi / WAVELENGTH
N_FILM, D_FILM, N_SUB, N_COV = 1.70, 1000.0, 1.46, 1.00


def transverse(N, n, ns=N_SUB, nc=N_COV):
    """Return kappa, gamma_s, gamma_c, phi_s, phi_c."""
    kappa = np.sqrt(np.maximum(n**2 - N**2, 0.0))
    gs, gc = np.sqrt(N**2 - ns**2), np.sqrt(N**2 - nc**2)
    return kappa, gs, gc, np.arctan2(gs, kappa), np.arctan2(gc, kappa)


def thickness_curve(N, m, n, ns=N_SUB, nc=N_COV):
    kappa, _, _, ps, pc = transverse(N, n, ns, nc)
    return (m * np.pi + ps + pc) / (K * kappa)


def mode_index(m, n, d):
    def mismatch(N):
        kappa, _, _, ps, pc = transverse(N, n)
        return K * d * kappa - m * np.pi - ps - pc
    return brentq(mismatch, N_SUB, n, xtol=1e-14, rtol=1e-14)


def mode_count(n, d):
    contrast = n**2 - N_SUB**2
    offset = np.arctan(np.sqrt((N_SUB**2 - N_COV**2) / contrast))
    return int(np.floor((K * d * np.sqrt(contrast) - offset) / np.pi)) + 1


def log_ratio(t, Na, ma, Nb, mb, ns=N_SUB, nc=N_COV):
    """ln(d_a/d_b) at film index n, where t = ln(n^2 - Na^2)."""
    n = np.sqrt(Na**2 + np.exp(t))
    return np.log(thickness_curve(Na, ma, n, ns, nc)
                  / thickness_curve(Nb, mb, n, ns, nc))


def invert(Na, ma, Nb, mb, ns=N_SUB):
    t = brentq(log_ratio, np.log(1e-8), np.log(1e4),
               args=(Na, ma, Nb, mb, ns), xtol=1e-13, rtol=1e-13)
    n = np.sqrt(Na**2 + np.exp(t))
    return n, thickness_curve(Nb, mb, n, ns)


def slab(n, d):
    return lambda z: np.where(z < 0, N_SUB, np.where(z < d, n, N_COV))


def diagonalize(profile, d, h, vectors=False):
    """Guided N^2 in descending order; interfaces lie midway between nodes."""
    z = np.arange(-5000 + h / 2, d + 1500, h)
    hop = 1 / (K * h)**2
    diag = profile(z)**2 - 2 * hop
    off = np.full(len(z) - 1, hop)
    top = (len(z) - 6, len(z) - 1)
    if vectors:
        w, v = eigh_tridiagonal(diag, off, select='i', select_range=top)
        keep = w > N_SUB**2
        return w[keep][::-1], v[:, keep][:, ::-1], z
    w = eigh_tridiagonal(diag, off, eigvals_only=True,
                         select='i', select_range=top)
    return w[w > N_SUB**2][::-1]


def numerical_modes(profile, d):
    """Mode indices with the leading grid error in h^2 removed."""
    fine, coarse = diagonalize(profile, d, 1.0), diagonalize(profile, d, 2.0)
    return np.sqrt((4 * fine - coarse) / 3)


def response(N, n, d):
    """Film fraction, effective thickness, dN/dn and dN/dd."""
    kappa, gs, gc, _, _ = transverse(N, n)
    d_eff = d + 1 / (K * gs) + 1 / (K * gc)
    fraction = (d + sum(g / (K * (kappa**2 + g**2)) for g in (gs, gc))) / d_eff
    return fraction, d_eff, fraction * n / N, kappa**2 / (N * d_eff)


def leaky_mode(start, cover_end=N_COV, gap=150.0, sub_end=N_SUB, oxide=1000.0):
    """Complex N when cover and substrate layers are finite."""
    def normal(n, N):
        s = complex(n)**2 - N**2
        return np.sqrt(s) if s.real > 0 else 1j * np.sqrt(-s)

    def reflection(N, near, width, far):
        q0, q1, q2 = normal(N_FILM, N), normal(near, N), normal(far, N)
        r01, r12 = (q0 - q1) / (q0 + q1), (q1 - q2) / (q1 + q2)
        echo = r12 * np.exp(2j * K * q1 * width)
        return (r01 + echo) / (1 + r01 * echo)

    def resonance(N):
        trip = np.exp(2j * K * D_FILM * normal(N_FILM, N))
        return 1 - trip * (reflection(N, N_COV, gap, cover_end)
                           * reflection(N, N_SUB, oxide, sub_end))
    a, b = complex(start), start + 1e-6 * (1 + 1j)
    for _ in range(60):
        fa, fb = resonance(a), resonance(b)
        if fa == fb or abs(b - a) < 1e-15:
            break
        a, b = b, b - fb * (b - a) / (fb - fa)
    assert abs(resonance(b)) < 1e-10
    return b


# Phase condition against diagonalization: indices and number of modes
modes = np.array([mode_index(m, N_FILM, D_FILM) for m in range(3)])
numeric = numerical_modes(slab(N_FILM, D_FILM), D_FILM)
assert len(numeric) == mode_count(N_FILM, D_FILM) == 3
grid_difference = np.max(np.abs(modes - numeric))
assert grid_difference < 1e-6
for d_test in (60.0, 200.0, 600.0, 1400.0):
    found = diagonalize(slab(N_FILM, d_test), d_test, 2.0)
    assert len(found) == mode_count(N_FILM, d_test)

# Inversion of indices that were obtained without the phase condition
n_back, d_back = invert(numeric[0], 0, numeric[1], 1)
assert abs(n_back - N_FILM) < 1e-5 and abs(d_back - D_FILM) < 0.1

# One and only one crossing for arbitrary pairs of readings
rng = np.random.default_rng(7)
t_grid = np.linspace(np.log(1e-8), np.log(1e4), 4000)
PAIRS = 300
for _ in range(PAIRS):
    nc = rng.uniform(1.0, 1.6)
    ns = rng.uniform(nc, 2.0)
    N_low = ns + rng.uniform(0.002, 0.5)
    N_high = N_low + rng.uniform(0.005, 0.5)
    mu = int(rng.integers(0, 5))
    nu = mu + int(rng.integers(1, 4))
    values = log_ratio(t_grid, N_high, mu, N_low, nu, ns, nc)
    assert values[0] > 0 > values[-1]
    assert np.count_nonzero(np.diff(np.sign(values))) == 1

# Film fraction and thickness derivative against diagonalization
_, fields, z_nodes = diagonalize(slab(N_FILM, D_FILM), D_FILM, 2.0, True)
inside = (z_nodes > 0) & (z_nodes < D_FILM)
thicker = np.sqrt(diagonalize(slab(N_FILM, D_FILM + 4), D_FILM + 4, 2.0))
thinner = np.sqrt(diagonalize(slab(N_FILM, D_FILM - 4), D_FILM - 4, 2.0))
resp = np.array([response(N, N_FILM, D_FILM) for N in modes])
for m in range(3):
    weight = np.sum(fields[inside, m]**2) / np.sum(fields[:, m]**2)
    assert abs(weight - resp[m, 0]) < 2e-4
    slope = (thicker[m] - thinner[m]) / 8
    assert abs(slope / resp[m, 3] - 1) < 2e-3

# Linear error propagation against repeated inversion
inverse = np.linalg.inv(resp[:2, 2:])
for j in range(2):
    step = np.zeros(2)
    step[j] = 1e-6
    plus = np.array(invert(modes[0] + step[0], 0, modes[1] + step[1], 1))
    minus = np.array(invert(modes[0] - step[0], 0, modes[1] - step[1], 1))
    assert np.allclose((plus - minus) / 2e-6, inverse[:, j], rtol=1e-3)

# Example: readings rounded to four decimals
reading = np.round(numeric, 4)
n_fit, d_fit = invert(reading[0], 0, reading[1], 1)
worst = np.abs(inverse).sum(axis=1) * 5e-5
assert abs(n_fit - N_FILM) < 1.05 * worst[0] + 1e-6
assert abs(d_fit - D_FILM) < 1.05 * worst[1] + 0.01
third = mode_index(2, n_fit, d_fit)
third_bound = (np.abs(resp[2, 2:] @ inverse).sum() + 1) * 5e-5
assert abs(third - reading[2]) < 1.05 * third_bound + 1e-6

# Wrong orders give another film with an unobserved higher mode index
n_wrong, d_wrong = invert(reading[0], 1, reading[1], 2)
extra = mode_index(0, n_wrong, d_wrong)
assert extra > reading[0]

# Layered solver against a closed four-layer guide, then leakage law
GAP, PRISM, OXIDE, SILICON = 150.0, 2.0, 1000.0, 3.88 + 0.02j


def four_layer(z):
    return np.where(z < D_FILM + GAP, slab(N_FILM, D_FILM)(z), 1.40)


closed = numerical_modes(four_layer, D_FILM)
for m in range(3):
    layered = leaky_mode(modes[m], cover_end=1.40, gap=GAP)
    assert abs(layered - closed[m]) < 2e-6
loaded = np.array([leaky_mode(N, cover_end=PRISM, gap=GAP) for N in modes])
on_si = np.array([leaky_mode(N, sub_end=SILICON, oxide=OXIDE) for N in modes])
farther = leaky_mode(modes[2], sub_end=SILICON, oxide=OXIDE + 200)
gamma_sub = transverse(modes[2], N_FILM)[1]
assert on_si[2].imag > 0
leak_ratio = farther.imag / on_si[2].imag
assert abs(leak_ratio / np.exp(-2 * K * gamma_sub * 200) - 1) < 0.02

# Bias of the recovered film caused by neglected effects
GRADIENT, SUB_ERROR = 0.01, 0.001


def graded(z):
    film = N_FILM + GRADIENT * (z / D_FILM - 0.5)
    return np.where(z < 0, N_SUB, np.where(z < D_FILM, film, N_COV))


grad_modes = numerical_modes(graded, D_FILM)
fits = {
    "prism loading": invert(loaded[0].real, 0, loaded[1].real, 1),
    "silicon below oxide": invert(on_si[0].real, 0, on_si[1].real, 1),
    "substrate index +0.001": invert(modes[0], 0, modes[1], 1,
                                     N_SUB + SUB_ERROR),
    "index gradient": invert(grad_modes[0], 0, grad_modes[1], 1),
}
grad_third = mode_index(2, *fits["index gradient"]) - grad_modes[2]

print(f"wavelength {WAVELENGTH} nm, k = {K:.7f} 1/nm")
print(f"model film: n = {N_FILM:.2f}, d = {D_FILM:.0f} nm")
print(f"substrate index {N_SUB:.2f}, cover index {N_COV:.2f}")
print(f"max |N(phase) - N(diagonalization)| = {grid_difference:.1e}")
root_contrast = np.sqrt(N_FILM**2 - N_SUB**2)
cut_phase = np.arctan(np.sqrt(N_SUB**2 - N_COV**2) / root_contrast)
for m in range(4):
    cut = (m * np.pi + cut_phase) / (K * root_contrast)
    print(f"cutoff thickness, m={m}: {cut:.1f} nm")
for m in range(3):
    print(f"m={m}: N = {modes[m]:.6f}, reading {reading[m]:.4f}")
print("curves d_0(n), d_1(n) from the readings:")
for n in (1.69, 1.695, 1.70, 1.705, 1.71):
    d0, d1 = (thickness_curve(reading[m], m, n) for m in (0, 1))
    print(f"  n={n:.3f}: d_0 = {d0:.2f} nm, d_1 = {d1:.2f} nm")
print(f"recovered n = {n_fit:.5f}, d = {d_fit:.2f} nm")
for m in (0, 1):
    kap, gs, gc, ps, pc = transverse(reading[m], n_fit)
    print(f"m={m}: kappa {kap:.5f}, gamma_s {gs:.5f}, gamma_c {gc:.5f}")
    print(f"  phi_s {ps:.5f}, phi_c {pc:.5f} rad")
    print(f"  k d kappa = {K * d_fit * kap:.5f} rad")
print(f"third mode: predicted {third:.5f}, reading {reading[2]:.4f}")
print(f"  largest difference from rounding {third_bound:.1e}")
for m in range(3):
    print(f"m={m}: film fraction {resp[m, 0]:.4f}, d_eff {resp[m, 1]:.1f} nm")
    print(f"  dN/dn = {resp[m, 2]:.4f}, dN/dd = {resp[m, 3]:.3e} 1/nm")
print(f"dn/dN_0 = {inverse[0, 0]:.3f}, dn/dN_1 = {inverse[0, 1]:.3f}")
print(f"dd/dN_0 = {inverse[1, 0]:.0f} nm, dd/dN_1 = {inverse[1, 1]:.0f} nm")
print(f"rounding 5e-5: max dn {worst[0]:.1e}, max dd {worst[1]:.2f} nm")
print(f"orders 1,2 instead: n = {n_wrong:.4f}, d = {d_wrong:.1f} nm")
print(f"  unobserved m=0 mode at N = {extra:.4f}")
print(f"prism index {PRISM:.1f}, air gap {GAP:.0f} nm")
for m in (0, 1):
    angle = np.degrees(np.arcsin(reading[m] / PRISM))
    dtheta = np.degrees(1e-4 / np.sqrt(PRISM**2 - reading[m]**2))
    print(f"m={m}: angle {angle:.3f} deg; 1e-4 in N = {dtheta:.4f} deg")
    print(f"  prism: Re shift {loaded[m].real - modes[m]:.1e}, "
          f"Im N {loaded[m].imag:.1e}")
print(f"oxide {OXIDE:.0f} nm on silicon, index {SILICON:.2f}")
print(f"  m=2: Re shift {on_si[2].real - modes[2]:.1e}, "
      f"Im N {on_si[2].imag:.1e}")
print(f"film index rise across gradient case: {GRADIENT:.3f}")
for label, (n_bias, d_bias) in fits.items():
    print(f"{label}: dn {n_bias - N_FILM:.1e}, dd {d_bias - D_FILM:.1e} nm")
print(f"gradient: third-mode misfit {grad_third:.1e}")
print("all assertions hold")
```

Printed output:

```
wavelength 632.8 nm, k = 0.0099292 1/nm
model film: n = 1.70, d = 1000 nm
substrate index 1.46, cover index 1.00
max |N(phase) - N(diagonalization)| = 1.6e-11
cutoff thickness, m=0: 102.3 nm
cutoff thickness, m=1: 465.6 nm
cutoff thickness, m=2: 829.0 nm
cutoff thickness, m=3: 1192.3 nm
m=0: N = 1.679123, reading 1.6791
m=1: N = 1.616060, reading 1.6161
m=2: N = 1.511776, reading 1.5118
curves d_0(n), d_1(n) from the readings:
  n=1.690: d_0 = 1457.56 nm, d_1 = 1078.33 nm
  n=1.695: d_0 = 1173.66 nm, d_1 = 1037.42 nm
  n=1.700: d_0 = 999.35 nm, d_1 = 1000.28 nm
  n=1.705: d_0 = 878.58 nm, d_1 = 966.38 nm
  n=1.710: d_0 = 788.65 nm, d_1 = 935.27 nm
recovered n = 1.69996, d = 1000.59 nm
m=0: kappa 0.26547, gamma_s 0.82932, gamma_c 1.34884
  phi_s 1.26100, phi_c 1.37647 rad
  k d kappa = 2.63746 rad
m=1: kappa 0.52733, gamma_s 0.69295, gamma_c 1.26956
  phi_s 0.92030, phi_c 1.17712 rad
  k d kappa = 5.23901 rad
third mode: predicted 1.51191, reading 1.5118
  largest difference from rounding 2.5e-04
m=0: film fraction 0.9882, d_eff 1196.1 nm
  dN/dn = 1.0005, dN/dd = 3.513e-05 1/nm
m=1: film fraction 0.9469, d_eff 1224.7 nm
  dN/dn = 0.9961, dN/dd = 1.406e-04 1/nm
m=2: film fraction 0.8268, d_eff 1345.6 nm
  dN/dn = 0.9297, dN/dd = 2.972e-04 1/nm
dn/dN_0 = 1.330, dn/dN_1 = -0.332
dd/dN_0 = -9422 nm, dd/dN_1 = 9464 nm
rounding 5e-5: max dn 8.3e-05, max dd 0.94 nm
orders 1,2 instead: n = 1.7287, d = 1353.8 nm
  unobserved m=0 mode at N = 1.7164
prism index 2.0, air gap 150 nm
m=0: angle 57.093 deg; 1e-4 in N = 0.0053 deg
  prism: Re shift 1.8e-05, Im N 8.9e-05
m=1: angle 53.906 deg; 1e-4 in N = 0.0049 deg
  prism: Re shift 2.8e-05, Im N 4.3e-04
oxide 1000 nm on silicon, index 3.88+0.02j
  m=2: Re shift -1.3e-05, Im N 2.8e-06
film index rise across gradient case: 0.010
prism loading: dn 1.5e-05, dd 8.9e-02 nm
silicon below oxide: dn 7.8e-09, dd -2.3e-04 nm
substrate index +0.001: dn 2.2e-06, dd -3.0e-01 nm
index gradient: dn -1.1e-04, dd -3.7e-01 nm
gradient: third-mode misfit -2.0e-04
all assertions hold
```
